Choosing a Propagator and Time Step for PAW Real-Time Dynamics

A molecule in its ground state receives a short electric kick, and its orbitals are followed in time to obtain an absorption spectrum. With a slightly longer time step the run may end in overflow, or it may finish smoothly with wrong phases. Two settings decide the outcome: the propagator and the time step. This guide derives what each choice permits when the orbitals are PAW or ultrasoft pseudo-orbitals.

**The equation and its natural norm**

The nuclei are fixed and the basis is finite. The overlap S is then a constant, Hermitian, positive definite matrix, and H is Hermitian. In Hartree atomic units,

i S dψ/dt = Hψ, or i dψ/dt = Aψ, with A = S⁻¹H.

A is in general not Hermitian in the ordinary inner product. In ⟨u,v⟩ = u†Sv it is self-adjoint:

⟨u,Av⟩ = u†S S⁻¹H v = u†Hv = (S⁻¹Hu)†Sv = ⟨Au,v⟩.

Below, ‖v‖ = √(v†Sv). The generalized eigenvectors Hc = εSc have real ε and can be chosen with C†SC = 1, where C holds them as columns. For constant H,

exp(−iA dt) = C exp(−iε dt) C†S,

which multiplies each eigencomponent by a phase and conserves ‖ψ‖. Any polynomial in A likewise multiplies each component by a number, so its stability can be read off one eigenvalue at a time. Two quantities set the scales:

Λ = max|ε|, ρ = (ε_max − ε_min)/2.

Each application of A needs S⁻¹. For S = 1 + PQP†, with projectors as columns of P and B = P†P, try S⁻¹ = 1 − PXP†. The product SS⁻¹ is 1 + P(Q − X − QBX)P†, so X = (1 + QB)⁻¹Q suffices. One normalized projector p with augmentation charge q gives

S⁻¹ = 1 − [q/(1+q)] pp†, q > −1.

**Fourth-order Taylor: a sharp limit**

Put x = ε dt. One step multiplies an eigencomponent by

R(x) = 1 − ix − x²/2 + ix³/6 + x⁴/24.

The squares of its real and imaginary parts are

(1 − x²/2 + x⁴/24)² = 1 − x² + x⁴/3 − x⁶/24 + x⁸/576,

(−x + x³/6)² = x² − x⁴/3 + x⁶/36.

In the sum the x² and x⁴ terms cancel, leaving

|R|² = 1 − x⁶/72 + x⁸/576 = 1 − x⁶(8 − x²)/576.

No component grows if and only if x² ≤ 8 for every eigenvalue:

Λ dt ≤ 2√2 (Taylor, constant H).

Stability does not imply accuracy. With z = −ix, the omitted terms give R = eᶻ − z⁵/120 − z⁶/720 − …. Multiplying by e⁻ᶻ = 1 − z + … yields

R e⁻ᶻ = 1 − z⁵/120 + z⁶(1/120 − 1/720) + … = 1 + ix⁵/120 − x⁶/144 + ….

The phase error per step is therefore x⁵/120 and the relative loss of amplitude is x⁶/144, both to leading order. After a time t = N dt, the phase error of a component is about

t ε⁵ dt⁴/120.

The phase fails at a lower power of x than the norm, so a well-conserved norm is weak evidence of accuracy.

Replacing H by H − σS and restoring the factor exp(−iσ dt) is an identity for the exact exponential, but it changes the Taylor polynomial. With σ at the middle of the spectrum, the largest |ε − σ| is ρ, and the limit becomes ρ dt ≤ 2√2. The price is that x is now (ε − σ)dt, which is large for the low-lying occupied states. The shift moves the error onto the states that matter most.

**What sets the largest eigenvalue**

The top eigenvalue is a maximum of a Rayleigh quotient:

ε_max = max over c of (c†Hc)/(c†Sc).

Let h_max > 0 be the largest ordinary eigenvalue of H and s_min the smallest eigenvalue of S. Since c†Hc ≤ h_max c†c and c†c ≤ c†Sc/s_min,

ε_max ≤ h_max/s_min.

If q < 0, then c†Sc ≤ c†c. Inserting the top eigenvector of H shows ε_max ≥ h_max. If q > 0, the denominator is at least c†c and ε_max ≤ h_max. Thus, for a fixed H, negative augmentation charge can shorten the stable step.

In a plane-wave basis whose upper edge is mainly kinetic and little affected by the overlap, Λ is roughly the cutoff energy, so the step shrinks roughly as its inverse. A strongly negative q can break this rule: for one projector, inserting c = p gives ε_max ≥ p†Hp/(1+q), which for p†Hp > 0 exceeds any cutoff as q approaches −1. A deep lower edge can instead determine Λ, which is why the definition uses |ε|.

**Lanczos: an accuracy limit**

Start from v₁ = ψ/‖ψ‖. Apply A repeatedly and orthonormalize in the S inner product. With m vectors in V,

V†SV = 1, V†HV = T, AV = VT + β_m v_{m+1}e_m†,

where e_j is the j-th unit vector. T is real and tridiagonal, with off-diagonal elements β₁,…,β_{m−1}, because A is self-adjoint in this inner product. The step is

ψ′ = ‖ψ‖ V exp(−iT dt)e₁.

Since V†SV = 1 and exp(−iT dt) is unitary, ‖ψ′‖ = ‖ψ‖ for any dt. For constant H the energy is conserved too, because ψ†Hψ becomes the expectation value of T, which commutes with its exponential. These statements assume accurate S⁻¹ and orthogonalization.

The error follows from the Krylov relation. The vector Tᵏe₁ has no m-th component for k < m − 1, so by induction Aᵏv₁ = VTᵏe₁ for k ≤ m − 1. At the next power the last term contributes:

Aᵐv₁ − VTᵐe₁ = β₁β₂…β_m v_{m+1}.

For a normalized state the leading local error is thus

β₁β₂…β_m dtᵐ/m!.

The vector on the right of the previous equation is S-orthogonal to the Krylov space, while VTᵐe₁ lies in it. The β product is therefore the smallest norm of p(A)v₁ among polynomials p of degree m with leading coefficient 1. Choosing p(A) = Aᵐ shows that it is at most ‖Aᵐv₁‖. For m = 5, the leading Lanczos error cannot exceed the leading Taylor error ‖A⁵v₁‖dt⁵/120.

This leading term is also a rigorous upper bound at any dt. Let y(s) = V exp(−iTs)e₁. The Krylov relation gives

dy/ds = −iAy + iβ_m v_{m+1} e_m†exp(−iTs)e₁.

The exact evolution conserves the S norm, so the error after dt is at most β_m ∫₀^dt |e_m†exp(−iTs)e₁| ds. To bound the integrand, replace exp(−iεs) by the polynomial of degree m − 1 that matches it at the m eigenvalues of T. Only the power Tᵐ⁻¹ connects e₁ to e_m, and it contributes β₁…β_{m−1}. Its coefficient is a divided difference, which is an average of the (m−1)-th derivative of exp(−iεs) with respect to ε, divided by (m−1)!. Its magnitude is therefore at most sᵐ⁻¹/(m−1)!, and integration gives

local error ≤ β₁β₂…β_m dtᵐ/m!.

A second bound needs only the spectral range and shows how m must grow with the step. After removing the spectral midpoint, map the spectrum to y in [−1,1] and use

exp(−iρ dt y) = J₀(ρ dt) + 2 Σ_{k≥1} (−i)ᵏ J_k(ρ dt) T_k(y),

with Bessel functions J_k and Chebyshev polynomials T_k(y). Since |T_k(y)| ≤ 1, truncation at degree m − 1 costs at most 2Σ_{k≥m}|J_k(ρ dt)|. Lanczos reproduces that polynomial without error, and the eigenvalues of T lie within the spectrum of A. The truncation enters once for A and once for T, so

local error ≤ 4 Σ_{k≥m} |J_k(ρ dt)|.

The bound falls rapidly once m is sufficiently above ρ dt. Local errors also cannot be amplified: if U is the exact step, the global error obeys e_{n+1} = Ue_n + local error, and U conserves the S norm. For constant H, the global error is at most the sum of the local errors.

With a separate Krylov space for each orbital, every norm is conserved, but mutual orthogonality need not be. If two orthonormal orbitals have local errors δ₁ and δ₂, the magnitude of their overlap after a step is bounded by δ₁ + δ₂ + δ₁δ₂.

**Enforced time reversal: for a changing H**

The enforced time-reversal scheme, ETRS, is a prescription for when to evaluate H:

ψ(t+dt) = exp[−iA(t+dt)dt/2] exp[−iA(t)dt/2] ψ(t).

The exponentials still have to be computed, by Taylor, Lanczos or another method. For constant H and exact exponentials the product is just exp(−iA dt).

Let A′ be the time derivative at t, so A(t+dt) = A + A′dt + O(dt²). Through dt², the product is

1 − i[A + (A + A′dt)]dt/2 − (1/8 + 1/8 + 1/4)A²dt²
= 1 − iA dt − iA′dt²/2 − A²dt²/2.

The exact evolution, 1 − i∫A − ∫∫AA + …, has the same terms. The local error is O(dt³) and, for smooth driving, the global error is O(dt²). Freezing A(t) over the whole step misses −iA′dt²/2 and is first order.

Stepping back from t+dt with −dt gives exp[+iA(t)dt/2] exp[+iA(t+dt)dt/2], the inverse of the forward step. Exact halves conserve the S norm at any dt. With Taylor halves, each factor sees x/2, and for constant H

Λ dt ≤ 4√2 (ETRS with Taylor halves).

This is no gain per unit of work: there are twice as many applications of A. Reversal is also slightly broken, since a forward and a backward Taylor half multiply to |R(x/2)|², not 1. If H changes, Λ(t)dt ≤ 4√2 at all times still ensures that no half-step increases ‖ψ‖. It is then a sufficient condition, because growth in one step may be offset in another.

In density-functional dynamics H(t+dt) depends on the unknown ψ(t+dt). A predictor estimates it from a full step with the old H. The reversal argument requires the endpoint H to belong to the endpoint orbitals, which means iterating to self-consistency. The linear stability limits do not settle the stability of this nonlinear feedback.

**A model with numbers**

The model has round parameters and represents no material: a periodic cell of 10 bohr, 25 plane waves, a cosine potential of amplitude 1 Ha, and one even Gaussian projector p with q = −0.6, which also enters H through a term −pp† (strength −1 Ha). The dipole-like operator is D = sin(2πX/L), with X the position and L the cell length; its one-centre correction vanishes by parity. The full output follows the text.

The spectrum runs from −1.328 to 30.484 Ha, while H alone reaches 28.479 Ha. The negative charge raises the edge by about 7%. The bound h_max/s_min = 28.479/0.4 = 71.2 Ha is safe but would cost more than half the usable step. With q = +0.6 the top stays at 28.479 Ha. Equality with h_max requires c†Sc = c†c, so that top state has no overlap with the projector.

The limits are

Taylor: 2√2/30.484 = 0.0928 a.u. = 2.24 as,
shifted Taylor: 2√2/15.906 = 0.1778 a.u. = 4.30 as,
ETRS–Taylor: 4√2/30.484 = 0.1856 a.u. = 4.49 as.

They were tested against limits found by locating where the spectral radius of the actual step matrix passes 1. At 1.01 times the Taylor limit the norm eventually grows by a factor 1.0732 per step, as |R| predicts for the top state. A short run can miss this, because that component starts with very little weight. Doubling the wave-vector cutoff raises Λ to 113.8 Ha, a factor of 3.7, and shortens the limit accordingly.

At 0.99 times the limit, the norm after 1000 steps is still 0.99997. Yet |R| for the top state is about 0.93 there, so that component has vanished. It carried too little weight for the total norm to reveal it.

For constant H, the ground state is kicked by exp(iκS⁻¹D) with κ = 0.2 and followed for 10 a.u. The final errors, in the S norm and relative to a state of norm 1, are:

dt = 0.025: Taylor 5.9×10⁻⁴, Lanczos 1.2×10⁻⁵, ETRS–Taylor 4.3×10⁻⁵
dt = 0.05: Taylor 1.6×10⁻³, Lanczos 2.0×10⁻⁴, ETRS–Taylor 5.9×10⁻⁴
dt = 0.1: Taylor 1.1×10¹⁸, Lanczos 2.7×10⁻³, ETRS–Taylor 1.6×10⁻³

Lanczos uses m = 5. ETRS–Taylor at dt repeats Taylor at dt/2, as it must for constant H. Taylor needs four applications of H per step, Lanczos five and ETRS–Taylor eight. At dt = 0.05, Lanczos spends 200 × 5 = 1000 applications against 800 for Taylor, and its S-norm error is eight times smaller. Most of the Taylor error at this step lies in components above 18 Ha, near the cutoff, so the ratio need not carry over to a low-energy observable such as the dipole.

Halving the Taylor step from 0.05 to 0.025 reduces the error by 2.7, not by the 16 expected of a fourth-order method. The phase formula shows where the power law ends. Setting tε⁵dt⁴/120 = 1 with t = 10 gives ε ≈ 18 Ha at dt = 0.05: components above this energy have lost their phase and much of their amplitude, so their error has stopped following the power law. At dt = 0.025 the threshold is about 31 Ha, above the whole spectrum. One further halving, available from the ETRS–Taylor entry at 0.025, gives a factor of 13.6.

The same formula shows the cost of the shift. At dt = 0.05 the lowest state has |x| = 1.328 × 0.05 = 0.066, and its accumulated phase error is about 2×10⁻⁶ rad. With the midpoint shift, |x| = 15.906 × 0.05 = 0.80, and the leading formula gives about 0.5 rad. The full R(x) gives 0.42 rad and also removes 28% of the state's amplitude over the run.

For a random state and dt = 0.3 a.u., ρ dt = 4.77. The Lanczos error is 0.41 with m = 5, 2.5×10⁻⁵ with m = 12 and 4×10⁻⁹ with m = 16. All these steps conserve the norm, including the useless first one.

Next, the ground state is driven by 0.2 sin(0.5t) D. At dt = 0.05 the error is 9.4×10⁻⁴ with frozen H and exact exponentials, but 4.6×10⁻⁶ with ETRS. The observed orders are 1.00 and 2.00. Taylor halves change the size of the ETRS error by less than 2%. Their own contribution is larger than that, about a tenth of the error, but the time dependence of H still dominates here.

Finally, H is given a mean-field term ⟨D⟩D of strength 1 Ha. One step of 0.1 a.u. forward and back misses the starting state by 2.4×10⁻⁷ with a single predictor. With a self-consistent endpoint the defect is 3×10⁻¹⁵, at rounding level. Both values are for exact exponentials.

**Choosing the setting**

1. Estimate both spectral edges with a short S-Lanczos run from a random vector, not from an orbital. A start confined to one symmetry never sees the others, and an eigenstate ends the run at once. The extreme eigenvalues of T lie within the true spectrum, so lengthen the run until both settle, then widen the range by their residuals and a margin. In the model, 12 steps from a random state gave an upper edge of 30.4836 Ha with residual 0.04 Ha. That is a favourable case: the basis has only 25 functions and the top state lies 2 Ha above the next. The lower edge of the same model settles more slowly, and a large basis with a dense upper edge can need more steps. The residual guarantees that some eigenvalue lies that close, not that it is the highest. Repeat the estimate when the cutoff, the PAW data or a strong field changes.

2. With Taylor, keep dt below 2√2/Λ, then check t|ε|⁵dt⁴/120 for the largest |ε| among the states whose phase matters over the run. This can be a deep occupied state. Use a spectral shift only if the occupied states pass the same check with ε − σ.

3. With Lanczos, do not take a constant norm as a sign of convergence. Monitor β₁…β_m dtᵐ/m!, which costs one extra S⁻¹ application, and reduce dt or raise m when it is too large. Going from m to m + 1 multiplies it by β_{m+1}dt/(m+1), so at a large step it can grow before it falls. For a normalized orbital this product bounds the error of each exponential, with dt the interval that exponential covers. For constant H, its sum over the steps bounds the error of the whole run. Check orthogonality between orbitals.

4. If H changes in time, choose ETRS for its second-order accuracy, and choose the exponential inside it separately. If reversibility matters, iterate the endpoint and also converge the exponentials, because Taylor or Lanczos halves break reversal through their own errors. Confirm the result by halving dt and comparing the observable itself.

These rules assume fixed nuclei. If the projectors move, S depends on time, the equation of motion gains further terms, and the conservation arguments must be derived anew.

Computed values

```
cell 10.0 bohr, plane waves 25, v0 1.0 Ha, h -1.0 Ha
q -0.6, projector width 0.15 bohr, kick 0.2
largest kinetic energy 28.4245 Ha
lowest, highest generalized eigenvalue -1.32822 30.48365 Ha
largest eigenvalue of H alone 28.47921 Ha
highest generalized eigenvalue with q=0.6: 28.47921 Ha
smallest S eigenvalue 0.4000, bound 71.1980 Ha
max |eps| with doubled wave-vector cutoff 113.8410 Ha
12-step Lanczos top 30.48355, residual 3.79e-02 Ha
half spectral range 15.90593 Ha, midpoint 14.57771 Ha
Taylor limit 0.092785 a.u. = 2.2444 as
shifted Taylor limit 0.177822 a.u. = 4.3013 as
ETRS-Taylor limit 0.185570 a.u. = 4.4887 as
norm growth per step at 1.01 Taylor limit 1.073185
norm after 1000 steps at 0.99 Taylor limit 0.99996555
local errors at dt=0.004 a.u.: Taylor 1.821e-10, Lanczos-5 3.270e-12
leading formulas: Taylor 1.821e-10, Lanczos-5 3.271e-12
Krylov test, random state, dt=0.3 a.u., rho*dt=4.7718
  m=5: error 4.056e-01, bound 1.598e+00
  m=8: error 1.848e-02, bound 7.452e-02
  m=12: error 2.500e-05, bound 2.238e-04
  m=16: error 4.196e-09, bound 1.752e-07
constant H, total time 10.0 a.u., S-norm errors:
  dt=0.025 a.u.: Taylor 5.867e-04, Lanczos-5 1.242e-05, ETRS-Taylor 4.313e-05
    final norms: Taylor 0.9999996, ETRS-Taylor 0.99999998
  dt=0.05 a.u.: Taylor 1.605e-03, Lanczos-5 1.977e-04, ETRS-Taylor 5.867e-04
    final norms: Taylor 0.99999809, ETRS-Taylor 0.99999960
  dt=0.1 a.u.: Taylor 1.107e+18, Lanczos-5 2.738e-03, ETRS-Taylor 1.605e-03
    final norms: Taylor 1.1066037e+18, ETRS-Taylor 0.99999809
driven H: amplitude 0.2 Ha, frequency 0.5 a.u.
  dt=0.05 a.u.: frozen 9.411e-04, ETRS exact halves 4.585e-06, ETRS-Taylor 4.650e-06
  dt=0.025 a.u.: frozen 4.702e-04, ETRS exact halves 1.146e-06, ETRS-Taylor 1.150e-06
observed orders: frozen 1.001, ETRS 2.000
driven contraction test: max |eps| 30.48505 Ha, dt 0.18371 a.u.
mean field g=1.0 Ha, dt=0.1 a.u., round-trip defect:
  one predictor 2.425e-07, self-consistent 2.578e-15
```
